# Carrying Unused Scattering Hazard Across Energy Regions in Monte Carlo Flights

An electron near the drain end of a silicon transistor channel can gain several tenths of an electronvolt between two collisions. Its scattering rate changes while it flies, because the number of final states grows with energy. A Monte Carlo simulation must draw the time of the next collision from the correct distribution although the rate never stands still.

Let $\lambda(t)$ be the physical rate along the collision-free path and $S(t)$ the probability that no collision has occurred by time $t$. A surviving electron collides during $dt$ with probability $\lambda\,dt$, so $dS/dt=-\lambda S$. With $S(0)=1$,

$$S(t)=e^{-\Lambda(t)},\qquad \Lambda(t)=\int_0^t\lambda(s)\,ds .$$

One could draw $R$ from the unit exponential law, $P(R>x)=e^{-x}$, and solve $\Lambda(T)=R$ for the collision time $T$. That requires integrating the rate in every flight. Self-scattering avoids the integral, and the question is how to use it economically without spoiling $S(t)$.

## The path and the rate

The algebra is in atomic units. The force has magnitude $F$ and is uniform during the flight; $k_\parallel$ is the wave-vector component along it. The band is isotropic and nonparabolic:

$$\gamma(\varepsilon)=\varepsilon(1+\alpha\varepsilon)=\frac{k^2}{2m},\qquad k_\parallel(t)=k_\parallel(0)+Ft,\qquad k_\perp=\text{const}.$$

Differentiating the first relation with respect to $k_\parallel$ gives $(1+2\alpha\varepsilon)\,\partial\varepsilon/\partial k_\parallel=k_\parallel/m$. The velocity along the force is therefore $v_\parallel=k_\parallel/[m(1+2\alpha\varepsilon)]$, and $d\varepsilon/dt=Fv_\parallel$. An electron with $k_\parallel<0$ first loses energy, then gains it.

The density of states is proportional to $k^2\,dk/d\varepsilon$. Since $k\,dk/d\varepsilon=m(1+2\alpha\varepsilon)$ and $k\propto\sqrt\gamma$, its shape is $D(\varepsilon)=\sqrt{\gamma(\varepsilon)}\,(1+2\alpha\varepsilon)$. The model rate at 300 K contains acoustic scattering, treated as elastic, and absorption and emission of an optical phonon of energy $\omega$:

$$\lambda(\varepsilon)=A_{ac}D(\varepsilon)+A_{op}\left[nD(\varepsilon+\omega)+(n+1)D(\varepsilon-\omega)\right].$$

Here $n=1/(e^{\omega/k_BT_L}-1)$ is the phonon occupation at lattice temperature $T_L$. Energies inside $D$ are counted in eV, and $D$ is zero for a negative argument. No term decreases with energy, so the rate at the upper edge of an energy interval bounds the rate throughout it.

The example uses 0.5 MV/cm, $m=0.32$ electron masses, $\alpha=0.5$ eV$^{-1}$, $\omega=0.06$ eV, $A_{ac}=0.01$ fs$^{-1}$ and $A_{op}=0.03$ fs$^{-1}$. The electron starts at 0.42 eV, and its wave vector makes an angle of cosine $-0.3$ with the force. It slows to 0.387 eV at 8.16 fs and then accelerates.

## One bound is correct but wasteful

The simplest scheme takes one constant $\Gamma\ge\lambda$. Candidate events occur at rate $\Gamma$. A candidate is accepted as a real collision with probability $\lambda/\Gamma$; otherwise it is a self-scattering, which leaves the state unchanged. The accepted rate is $\Gamma\cdot\lambda/\Gamma=\lambda$, as required.

The cost follows from the same picture. A flight still in progress meets a candidate during $dt$ with probability $\Gamma\,dt$, so the mean number of candidates is $\int_0^\infty\Gamma S\,dt$. Integration by parts gives $\int_0^\infty S\,dt=\int_0^\infty t\,(-dS/dt)\,dt=\langle T\rangle$, the boundary term being zero when $tS\to0$. The cost is thus $\Gamma\langle T\rangle$.

If energies up to 3 eV must be covered, $\Gamma=0.4996$ fs$^{-1}$. The mean free time is 19.889 fs, so each flight needs $0.4996\times19.889=9.94$ candidates, of which one is real. The start rate is only 0.0433 fs$^{-1}$; the large bound serves energies that the electron rarely reaches.

The remedy is to cut the energy axis into regions $j$, each with its own $\Gamma_j\ge\lambda$. With regions 0.2 eV wide, the bounds first needed are:

- 0.2–0.4 eV: 0.04140 fs$^{-1}$
- 0.4–0.6 eV: 0.06164 fs$^{-1}$
- 0.6–0.8 eV: 0.08407 fs$^{-1}$
- 0.8–1.0 eV: 0.10893 fs$^{-1}$

## What goes wrong when time is carried

The naive extension draws a candidate time $\tau=R/\Gamma_i$ in the current region $i$. If the electron crosses a boundary at $\tau_b<\tau$, the unused time $\tau-\tau_b$ is kept. When the timer expires in region $j$, the event is accepted with probability $\lambda/\Gamma_j$.

The unused time remembers the wrong region. Given that the timer has not expired,

$$P(\tau-\tau_b>s\mid\tau>\tau_b)=\frac{e^{-\Gamma_i(\tau_b+s)}}{e^{-\Gamma_i\tau_b}}=e^{-\Gamma_is}.$$

It still fires at rate $\Gamma_i$. Until it fires, real collisions occur at the rate $\lambda\Gamma_i/\Gamma_j$ instead of $\lambda$: too often after a step down to a smaller bound, too rarely after a step up.

For many boundaries, let $p_i(t)$ be the probability that the flight is still in progress with a timer set in region $i$, while the electron is in region $j$. Timers of type $l$ fire at rate $\Gamma_lp_l$. A rejected event sets a new timer, of type $j$. Hence

$$\frac{dp_i}{dt}=-\Gamma_ip_i+\delta_{ij}\left(1-\frac{\lambda}{\Gamma_j}\right)\sum_l\Gamma_lp_l .$$

Summing over $i$, the loss $-\sum_l\Gamma_lp_l$ cancels the 1 in the bracket. With $S_w=\sum_ip_i$ for the wrong survival probability,

$$\frac{dS_w}{dt}=-\lambda\,\frac{\bar\Gamma}{\Gamma_j}\,S_w,\qquad \bar\Gamma=\frac{\sum_l\Gamma_lp_l}{\sum_lp_l}.$$

The false hazard is the true one multiplied by $\bar\Gamma/\Gamma_j$. It is correct when every running timer was set with the present bound.

In the example the electron drops below 0.4 eV at 3.107 fs. At that moment every timer carries the larger bound, and the factor is $0.06164/0.04140=1.49$. At 10 fs the wrong survival is 0.579 instead of 0.663. From the return at 13.212 fs onward, old timers carry bounds no larger than the present one, so the false hazard is no longer too high. The wrong survival stays about 18% below the correct one until the step up at 29.658 fs. The deficit is then repaid and overpaid: at 40 fs the two survivals nearly coincide, 0.122 and 0.121, but at 60 fs they are 0.0375 and 0.0107. The naive rule then keeps 3.5 times as many electrons as it should in the long-flight tail, which supplies the highest energies. Agreement at one time would not have proved the rule right.

Direct simulation of this rule with 100,000 flights gives 0.577, 0.121 and 0.0377 at 10, 40 and 60 fs, as the equation for $p_i$ predicts within sampling error.

## The quantity that survives a boundary

A candidate process with time-dependent rate $\Gamma(t)=\Gamma_{j(t)}$ must have the no-event probability $e^{-G(t)}$, where

$$G(t)=\int_0^t\Gamma_{j(s)}\,ds .$$

Since $G$ is continuous and increasing, defining the candidate time $T_c$ by $G(T_c)=R$ gives $P(T_c>t)=P(R>G(t))=e^{-G(t)}$. The number drawn is an amount of hazard, not a time. Time is what that hazard buys, at a price set by the region.

Because $\Gamma$ is piecewise constant, $G(T_c)=R$ needs no numerical integration. Let the electron spend a time $\Delta t_q$ in the $q$-th region visited, $j_q$. After $r$ complete regions the remainder is

$$R_r=R-\sum_{q=1}^{r}\Gamma_{j_q}\Delta t_q=R_{r-1}-\Gamma_{j_r}\Delta t_r .$$

If $R_r$ is less than the hazard of crossing the next region, the candidate occurs a time $R_r/\Gamma_{j_{r+1}}$ after entry. In terms of time, the unused part must be rescaled by $\Gamma_i/\Gamma_j$ at each boundary, and the naive rule omits this factor.

Take $R=2$. The crossings are at 3.107, 13.212 and 29.658 fs:

- The first 3.107 fs cost $0.06164\times3.107=0.1915$, leaving 1.8085.
- The dip below 0.4 eV costs 0.4184, leaving 1.3902.
- The climb to 0.6 eV costs $0.06164\times16.446=1.0137$, leaving 0.3765.
- In the next region the remainder lasts $0.3765/0.08407=4.478$ fs.

The candidate falls at 34.136 fs and 0.689 eV, and is accepted with probability 0.848. Carrying time would have placed it at $2/0.06164=32.4$ fs, whatever boundaries lay between.

## Finding the next boundary

A boundary energy $\varepsilon_b$ corresponds to $k_b^2=2m\gamma(\varepsilon_b)$. The path reaches it when $k_\parallel^2=k_b^2-k_\perp^2$, that is, at $k_\parallel=\pm\sqrt{k_b^2-k_\perp^2}$. Since $k_\parallel$ always increases, the sign identifies the crossing:

- If $k_\parallel<0$ and the lower edge satisfies $k_b^2>k_\perp^2$, the electron leaves through that edge, at the negative root.
- Otherwise it leaves through the upper edge, at the positive root. If it is still slowing, it turns round inside the region first.

The time to the crossing is the change in $k_\parallel$ divided by $F$. For the 0.4 eV edge, $\gamma=0.48$ eV, while the start has $\gamma=0.5082$ eV and $k=2.066$ nm$^{-1}$. Thus $k_b^2=2.066^2\times0.48/0.5082=4.032$ nm$^{-2}$. With $k_\perp=1.9708$ nm$^{-1}$ the roots are $\pm0.384$ nm$^{-1}$. Starting from $k_\parallel=-0.6198$ nm$^{-1}$ at 0.07596 nm$^{-1}$ per fs, they are reached at about 3.1 and 13.2 fs.

After a crossing, $k_\parallel$ is set to the root and the region index changes by one in the known direction. Looking the region up again from a rounded energy could put the electron back on the side it has just left.

The complete flight is:

1. Draw $R$ from the unit exponential law.
2. Find the time $\Delta t$ to the next boundary and the direction of crossing.
3. If $R\ge\Gamma_j\Delta t$, advance to the boundary, replace $R$ by $R-\Gamma_j\Delta t$, change $j$, and return to step 2.
4. Otherwise advance by $R/\Gamma_j$ and evaluate $\lambda$ there.
5. With probability $\lambda/\Gamma_j$ end the flight. If it does not end, keep the state and return to step 1.

## Why the bounds disappear from the result

It remains to show that the real collisions have the survival $e^{-\Lambda}$, with any number of self-scatterings on the way. Consider survival to $t$ with exactly $n$ self-scatterings, at $t_1<\dots<t_n$. Each interval without candidates contributes $e^{-[G(t_{i+1})-G(t_i)]}$. Each rejected candidate contributes

$$\Gamma(t_i)\left[1-\frac{\lambda(t_i)}{\Gamma(t_i)}\right]dt_i=[\Gamma(t_i)-\lambda(t_i)]\,dt_i .$$

The exponents telescope to $-G(t)$, including the last interval from $t_n$ to $t$. Therefore

$$P_n(t)=e^{-G(t)}\int_{0<t_1<\dots<t_n<t}\prod_{i=1}^n[\Gamma(t_i)-\lambda(t_i)]\,dt_i .$$

The integrand is symmetric in the times. The $n!$ possible orderings fill the cube $0<t_i<t$ and contribute equally, so the ordered integral is the full one divided by $n!$:

$$P_n(t)=e^{-G(t)}\frac{[G(t)-\Lambda(t)]^n}{n!}.$$

Summing over $n$,

$$S(t)=e^{-G(t)}e^{G(t)-\Lambda(t)}=e^{-\Lambda(t)} .$$

The bounds affect how often the algorithm stops, not when real collisions occur. At 20 fs, $G=1.0283$ and $\Lambda=0.8385$. The probabilities for zero, one and two self-scatterings are 0.3576, 0.0678 and 0.0064; the simulated fractions are 0.3580, 0.0672 and 0.0064. The three probabilities add to 0.4318, and higher $n$ supply the small rest of $S=0.4323$.

The proof shows where the method can fail. If $\Gamma_j<\lambda$ somewhere, the acceptance probability saturates at one and the realized rate is $\min(\lambda,\Gamma_j)$, so collisions are lost. If $\Lambda(\infty)$ is finite, a fraction $e^{-\Lambda(\infty)}$ of flights never ends. A finite energy table also needs a ceiling that is practically never met; here the chance of reaching 3 eV in one flight is $2\times10^{-9}$.

Two limits frame the choice of regions. One region restores the single-bound scheme. In the opposite limit of ever narrower regions with tight bounds, $\Gamma_j\to\lambda$ and $G\to\Lambda$. Self-scattering vanishes, and subtracting $\Gamma_j\Delta t$ becomes a numerical integration of $\Lambda(T)=R$. Candidates fall towards one per flight while crossings multiply.

## Redrawing is also exact

One could discard the remainder at a boundary and draw a new $R$. This is legitimate, because

$$P(R>a+b\mid R>a)=\frac{e^{-(a+b)}}{e^{-a}}=e^{-b}:$$

the unspent hazard has the same distribution as a fresh draw. Carrying it is a matter of economy. What must not be carried unscaled is the time.

The mean number of candidates is now $\int_0^\infty\Gamma_{j(t)}S\,dt=1.19$ per flight. A boundary at $t_b$ is reached with probability $S(t_b)$, so the mean number of crossings is $\sum_bS(t_b)=1.95$. Redrawing needs one exponential number for each candidate and each crossing, 3.14 in all, against 1.19 when the hazard is carried. For the same 3 eV ceiling, the regions replace 9.94 candidates by 1.19 candidates and 1.95 crossings. Whether this saves computing time depends on the cost of a rate evaluation relative to a boundary calculation.

## Testing the whole distribution

If $T$ has survival $e^{-\Lambda}$, then $1-e^{-\Lambda(T)}$ is uniformly distributed between 0 and 1. The largest gap between its sampled and uniform cumulative distributions, multiplied by $\sqrt N$ for $N$ flights, exceeds 2.2 with a chance of about $2e^{-2(2.2)^2}\approx10^{-4}$ in a large correct sample. $\Lambda$ was integrated along the path without reference to regions.

The scaled gap was 0.46 for tight bounds with 200,000 flights. It was 1.33 when the bounds were multiplied in turn by 1, 1.7 and 2.4, and 0.61 for redrawing, with 100,000 flights each. For one global bound and 20,000 flights it was 0.67. All four pass the test. Carrying time gave 33.7. The numerical output lists the survival values.

## What the example says about silicon

The mean free time, 19.9 fs or 822 atomic units, belongs to this starting state and these rough, silicon-like parameters. The mean energy at collision is 0.543 eV, so the mean net advance along the force is $(0.543-0.42)/0.05=2.5$ nm, with the force 0.05 eV/nm. A field of 0.5 MV/cm is above the rough 0.3 MV/cm at which bulk silicon breaks down, and is plausible only over a short stretch near the drain. The longest 1% of flights advance more than 19 nm, where a uniform field is doubtful. Halving the field everywhere, with the rest fixed, lengthens the mean free time to 22.7 fs.

Silicon's valleys are also anisotropic. With the rate, starting energy and its division between parallel and transverse motion fixed, a mass along the force of 0.19 or 0.92 electron masses gives 18.5 or 22.2 fs. A lattice at 400 K, with $n$ recalculated and $A_{ac}$ raised in proportion to $T_L$ because the number of acoustic phonons grows that way, gives 17.1 fs. These changes, of 7 to 14%, are far larger than the sampling error.

Other omissions differ widely in size. With a rough rate of $10^{11}$ s$^{-1}$ at 1 eV above a 1.1 eV threshold, growing as the fourth power of the excess, impact ionization would end about $4\times10^{-7}$ of these flights. That does not exclude it for electrons heated over many flights. At the starting energy, filled final states matter at the level of 1 to $2\times10^{-3}$ for $10^{19}$ electrons per cm$^3$ at 2000 K, and about ten times more at $10^{20}$ per cm$^3$. The density of states of the simple band grows without limit, whereas that of silicon has a maximum near 2 eV, then falls, and rises again towards 3 eV; between 2.5 and 3 eV the model has roughly twice the real density, the ratio lying between about 1.6 and 3 depending on the energy and on the pseudopotential band structure used for comparison. It therefore overstates the rate there, and with it the single 3 eV bound and the saving gained from regions. Only 6% of flights pass even 1 eV, so this high-energy excess hardly affects the mean free time; that time is set by the density of states between about 0.4 and 0.7 eV and inherits any error there. With a real band, whose rate can fall with energy, each bound must be the largest rate in its region, not the rate at the upper edge.

A separate doubt concerns the rate itself. The collision broadening $\hbar\lambda$ is 0.03 eV at the start and 0.07 eV at 1 eV, comparable with the phonon energy. Sharp energy conservation in each collision is then questionable, and the resulting change in $\lambda$ has not been calculated here. With valid bounds, the free-flight algorithm reproduces the survival implied by the rate it is given; it cannot make that rate right.

## Computed results

```
field 0.5 MV/cm; lattice 300 K; mass 0.32 m_e; alpha 0.5 1/eV
phonon 0.06 eV; A_ac 0.01 1/fs; A_op 0.03 1/fs
start energy 0.42 eV; cosine to force -0.3; k0 2.0660 1/nm
k_par(0) -0.6198 1/nm; k_perp 1.9708 1/nm; dk/dt 0.07596 1/(nm fs)
turning time 8.159 fs; least energy 0.3874 eV
physical rate at start 0.04334 1/fs
region 0.2-0.4 eV: bound 0.04140 1/fs
region 0.4-0.6 eV: bound 0.06164 1/fs
region 0.6-0.8 eV: bound 0.08407 1/fs
region 0.8-1.0 eV: bound 0.10893 1/fs
first crossings (fs): 3.107 13.212 29.658 39.096 47.020
one flight by hand, drawn hazard 2.0
  at 3.107 fs: spent 0.1915, left 1.8085
  at 13.212 fs: spent 0.4184, left 1.3902
  at 29.658 fs: spent 1.0137, left 0.3765
  candidate at 34.136 fs, energy 0.6888 eV, acceptance 0.8482
flights: main 200000; loose, redraw, wrong 100000 each; single 20000
survival: t(fs) exact | carried hazard | carried time: theory, sampled
  5  0.8114 | 0.8112 | 0.7812 0.7786
  10  0.6633 | 0.6632 | 0.5790 0.5773
  20  0.4323 | 0.4321 | 0.3547 0.3548
  30  0.2524 | 0.2526 | 0.2088 0.2063
  40  0.1207 | 0.1208 | 0.1222 0.1207
  60  0.0107 | 0.0105 | 0.0375 0.0377
at 20 fs: G 1.0283, Lambda 0.8385
  survive with 0 self-scatterings: 0.3576, sampled 0.3580
  survive with 1 self-scatterings: 0.0678, sampled 0.0672
  survive with 2 self-scatterings: 0.0064, sampled 0.0064
mean free time 19.889 fs = 822.2 a.u.; sampled 19.878 fs
sqrt(N)*gap: tight 0.46, loose 1.33, redraw 0.61, single 0.67, wrong 33.7; limit 2.2
candidates per flight 1.1945, sampled 1.1939
crossings per flight 1.9459, sampled 1.9454
exponential draws with redraw 3.1405, sampled 3.1436
single bound 0.4996 1/fs: candidates 9.937, sampled 9.969
chance to reach 3.0 eV ceiling 2.1e-09
mean energy at collision 0.5433 eV; mean net distance 2.47 nm
1% longest flights: end above 1.383 eV, net distance over 19.3 nm
impact ionization per flight 3.6e-07 (rate 1e11/s at 1 eV above 1.1 eV)
interband tunnelling exponent 42.7 (gap 1.12 eV, reduced mass 0.1 m_e)
mean free time, mass along force 0.19: 18.46 fs; 0.92: 22.21 fs
mean free time at 400 K 17.07 fs; at half field 22.73 fs
broadening hbar*rate: 0.0285 eV at start, 0.0717 eV at 1 eV
state filling at start energy 1.9e-03 (1e+19 cm^-3, electrons at 2000 K)
share of flights passing 1 eV 0.0609
```
